# Why the diffraction pitch limit is not a minimum linewidth: a program that tests the result

```python
"""
Result under test: the diffraction limit on grating pitch does not limit the
width of one isolated line. Overdose trims the line below half the minimum
pitch, but its tolerance to dose, background and defocus falls.

Model: scalar light, one-dimensional thin masks, pupil |f| <= NA/wavelength,
uniform line source |s| <= sigma*NA/wavelength. Resist stays where
dose * intensity < threshold. Clear-field intensity is 1; lengths are in nm.
NILS = width * (dI/dx) / I at the printed edge (normalized image log-slope).
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import sici

wavelength = 200.0
NA = 0.8
sigma = 0.5
mask_width = 100.0
threshold = 0.3
cutoff = NA / wavelength

unit_nodes, unit_weights = np.polynomial.legendre.leggauss(64)
pupil_f = cutoff * unit_nodes
pupil_w = cutoff * unit_weights
src_nodes, src_weights = np.polynomial.legendre.leggauss(24)
source_s = sigma * cutoff * src_nodes
source_w = src_weights / 2.0


def focus_phase(f, defocus):
    axial = np.sqrt(1 / wavelength**2 - f**2) - 1 / wavelength
    return np.exp(2j * np.pi * defocus * axial)


def line_fields(x, s, defocus=0.0):
    """Image field of the isolated opaque line, one row per source point."""
    x = np.atleast_1d(x)
    s = np.atleast_1d(s)
    clear = focus_phase(s, defocus)[:, None] * np.exp(2j * np.pi * np.outer(s, x))
    spectrum = mask_width * np.sinc(mask_width * (pupil_f[None, :] - s[:, None]))
    passed = spectrum * (pupil_w * focus_phase(pupil_f, defocus))[None, :]
    return clear - passed @ np.exp(2j * np.pi * np.outer(pupil_f, x))


def line_image(x, defocus=0.0):
    return source_w @ np.abs(line_fields(x, source_s, defocus))**2


def intensity(x, defocus=0.0):
    return float(line_image(x, defocus)[0])


def slope(x, step=0.01):
    return (intensity(x + step) - intensity(x - step)) / (2 * step)


def nils(width):
    return width * slope(width / 2) / intensity(width / 2)


def dose_for(width):
    return threshold / intensity(width / 2)


def printed_width(dose, background=0.0, defocus=0.0):
    def excess(x):
        return dose * (intensity(x, defocus) + background) - threshold
    return 2 * brentq(excess, 0.0, 90.0, xtol=1e-12)


# Pupil integral against direct convolution of the mask with the point response.
x_test = np.array([0.0, 13.0, 50.0, 120.0])
mask_x = mask_width / 2 * unit_nodes
mask_w = mask_width / 2 * unit_weights
for s in (0.0, 0.3 * cutoff, -0.5 * cutoff):
    kernel = 2 * cutoff * np.sinc(2 * cutoff * (x_test[:, None] - mask_x[None, :]))
    blocked = kernel @ (mask_w * np.exp(2j * np.pi * s * mask_x))
    direct = np.exp(2j * np.pi * s * x_test) - blocked
    assert np.allclose(direct, line_fields(x_test, s)[0], atol=1e-10)
si_plus = sici(2 * np.pi * cutoff * (mask_width / 2 + x_test))[0]
si_minus = sici(2 * np.pi * cutoff * (mask_width / 2 - x_test))[0]
coherent = 1 - (si_plus + si_minus) / np.pi
assert np.allclose(coherent, line_fields(x_test, 0.0)[0], atol=1e-10)


def grating_image(x, pitch, fill):
    """Explicit sum over orders of a half-dark grating; fill is source sigma."""
    u = (np.arange(4000) + 0.5) / 4000 - 0.5
    transmission = (np.abs(u) > 0.25).astype(float)
    orders = np.arange(-4, 5)
    coeff = np.array([np.mean(transmission * np.exp(-2j * np.pi * n * u))
                      for n in orders])
    s = fill * cutoff * (2 * (np.arange(1000) + 0.5) / 1000 - 1)
    passes = np.abs(s[:, None] + orders[None, :] / pitch) <= cutoff
    waves = np.exp(2j * np.pi * np.outer(orders, x) / pitch)
    return np.mean(np.abs((passes * coeff) @ waves)**2, axis=0)


def contrast(pitch, fill):
    image = grating_image(np.linspace(0, pitch, 201), pitch, fill)
    return (image.max() - image.min()) / (image.max() + image.min())


# Pitch limit for several sources, and the two-beam image just above it.
for fill in (0.3, 0.5, 1.0):
    limit = 1 / (cutoff * (1 + fill))
    assert contrast(0.98 * limit, fill) < 1e-10
    assert contrast(1.05 * limit, fill) > 0.02
    for pitch in (1.05 * limit, 1.15 * limit):
        x = np.linspace(0, pitch, 41)
        share = ((1 + fill) * cutoff - 1 / pitch) / (fill * cutoff)
        formula = (0.25 + share / np.pi**2
                   - share / np.pi * np.cos(2 * np.pi * x / pitch))
        assert np.allclose(grating_image(x, pitch, fill), formula, atol=2e-3)

pitch_limit = wavelength / (NA * (1 + sigma))
half_here = pitch_limit / 2
half_any = wavelength / (4 * NA)

# Dose trims the lines of a resolved grating but leaves their pitch alone.
grating_pitch, grating_width = 200.0, 40.0
edge_level = grating_image(np.array([grating_width / 2]), grating_pitch, sigma)[0]
grating_dose = threshold / edge_level
x_scan = np.linspace(-499.5, 499.5, 1000)
kept = grating_dose * grating_image(x_scan, grating_pitch, sigma) < threshold
change = np.diff(kept.astype(int))
starts = x_scan[1:][change == 1]
ends = x_scan[:-1][change == -1]
centres = (starts + ends) / 2
measured_pitch = float(np.mean(np.diff(centres)))
measured_width = float(np.mean(ends - starts)) + 1.0
assert len(centres) == 5
assert abs(measured_pitch - grating_pitch) < 1.0
assert abs(measured_width - grating_width) < 2.0

# The isolated image rises steadily from a positive minimum.
minimum = intensity(0.0)
curvature = (intensity(0.5) - 2 * minimum + intensity(-0.5)) / 0.5**2
dose_loss = threshold / minimum
assert minimum > 0 and curvature > 0
assert np.all(np.diff(line_image(np.linspace(0, 90, 181))) > 0)
assert np.all(line_image(np.linspace(90, 800, 1421)) > threshold)

# Printed widths, including ones below every half-pitch limit.
widths = [mask_width, half_here, half_any, 40.0, 20.0]
rows = []
for width in widths:
    dose = dose_for(width)
    edge = intensity(width / 2)
    assert abs(printed_width(dose) - width) < 1e-7
    x_far = np.linspace(0, 800, 1601)
    remains = dose * line_image(x_far) < threshold
    assert not np.any(remains[x_far > width / 2 + 0.01])
    window = (dose_for(0.9 * width) - dose_for(1.1 * width)) / dose
    assert abs(window / (0.1 * nils(width)) - 1) < 0.05
    # Small dose and background errors, found by solving for the new width.
    small = 1e-4
    shifted = printed_width(dose * (1 + small), background=small * edge)
    predicted = -2 * (2 * small) / nils(width)
    assert abs((shifted / width - 1) / predicted - 1) < 0.01
    focus = brentq(lambda z: intensity(0.45 * width, z) - edge, 0.0, 150.0)
    assert abs(printed_width(dose, defocus=focus) / width - 0.9) < 1e-6
    rows.append((width, dose, nils(width), 100 * window,
                 100 * (dose_loss / dose - 1), focus))
for column in (2, 3, 4, 5):
    assert np.all(np.diff([row[column] for row in rows]) < 0)
assert np.all(np.diff([nils(w) for w in np.linspace(2, 100, 50)]) > 0)

# Defocus acts through the intensity change it makes at the edge.
edge = intensity(half_any / 2)
relative_change = (intensity(half_any / 2, 2.0) - edge) / edge
defocused = printed_width(dose_for(half_any), defocus=2.0)
assert abs((defocused / half_any - 1)
           / (-2 * relative_change / nils(half_any)) - 1) < 0.02

# Small-width laws near the positive image minimum.
tiny = 5.0
assert abs(nils(tiny) / (tiny**2 * curvature / (2 * minimum)) - 1) < 0.02
assert abs((dose_loss / dose_for(tiny) - 1) / (nils(tiny) / 4) - 1) < 0.02
near_dose = 0.999 * dose_loss
near_width = np.sqrt(8 * (threshold / near_dose - minimum) / curvature)
assert abs(printed_width(near_dose) / near_width - 1) < 0.01

# Coherent phase edge from the orders of a very long phase grating.
long_period = 50000.0
odd = np.arange(1, int(round(cutoff * long_period)), 2)


def phase_edge_field(x):
    return float(np.sum(4 / (np.pi * odd) * np.sin(2 * np.pi * odd * x / long_period)))


for x in (2.0, 10.0, 50.0, 100.0):
    expected = 2 / np.pi * sici(2 * np.pi * cutoff * x)[0]
    assert abs(phase_edge_field(x) - expected) < 2e-4


def phase_edge_nils(width, background):
    x, h = width / 2, 0.01
    rise = (phase_edge_field(x + h)**2 - phase_edge_field(x - h)**2) / (2 * h)
    return width * rise / (phase_edge_field(x)**2 + background)


stray = 0.02
assert abs(phase_edge_nils(5.0, 0.0) - 4) < 0.01
assert phase_edge_nils(2.0, stray) < 0.1 * phase_edge_nils(2.0, 0.0)
assert phase_edge_nils(10.0, stray) < phase_edge_nils(20.0, stray)

print(f"wavelength = {wavelength:.0f} nm")
print(f"numerical aperture = {NA:.1f} (dimensionless)")
print(f"source filling sigma = {sigma:.1f} (dimensionless)")
print(f"mask line width = {mask_width:.0f} nm")
print(f"resist threshold = {threshold:.1f} (clear field at dose 1)")
print(f"pitch limit, this source = {pitch_limit:.2f} nm")
print(f"half-pitch limit, this source = {half_here:.2f} nm")
print(f"smallest pitch limit, sigma 1 = {2 * half_any:.1f} nm")
print(f"smallest half-pitch limit, sigma 1 = {half_any:.1f} nm")
print(f"grating contrast at 160 nm pitch = {contrast(160.0, sigma):.4f}")
print(f"grating contrast at 200 nm pitch = {contrast(200.0, sigma):.4f}")
print(f"dose for 40 nm lines at 200 nm pitch = {grating_dose:.3f} (relative)")
print(f"pitch measured after trimming = {measured_pitch:.1f} nm")
print(f"isolated image minimum = {minimum:.5f} (clear field 1)")
print(f"image curvature at minimum = {curvature:.4e} nm^-2")
print(f"dose at which isolated line is lost = {dose_loss:.3f} (relative)")
print("Isolated line: width nm | relative dose | NILS |")
print("  dose window % | margin before loss % | defocus nm")
print("  (window: +/-10% width; defocus: 10% shrinkage)")
for row in rows:
    print("  {:6.2f} | {:.3f} | {:.3f} | {:.2f} | {:.2f} | {:.1f}".format(*row))
print(f"dose-window ratio, 100 nm to 20 nm = {rows[0][3] / rows[-1][3]:.1f}")
print(f"phase-edge background = {stray:.2f} (clear field 1)")
for width in (20.0, 10.0):
    print(f"phase edge {width:.0f} nm, no background: NILS = "
          f"{phase_edge_nils(width, 0.0):.3f}")
    print(f"phase edge {width:.0f} nm, with background: NILS = "
          f"{phase_edge_nils(width, stray):.3f}")
print("done: every assertion held")
```

Output:

```
wavelength = 200 nm
numerical aperture = 0.8 (dimensionless)
source filling sigma = 0.5 (dimensionless)
mask line width = 100 nm
resist threshold = 0.3 (clear field at dose 1)
pitch limit, this source = 166.67 nm
half-pitch limit, this source = 83.33 nm
smallest pitch limit, sigma 1 = 125.0 nm
smallest half-pitch limit, sigma 1 = 62.5 nm
grating contrast at 160 nm pitch = 0.0000
grating contrast at 200 nm pitch = 0.5294
dose for 40 nm lines at 200 nm pitch = 1.745 (relative)
pitch measured after trimming = 200.0 nm
isolated image minimum = 0.07953 (clear field 1)
image curvature at minimum = 1.2893e-04 nm^-2
dose at which isolated line is lost = 3.772 (relative)
Isolated line: width nm | relative dose | NILS |
  dose window % | margin before loss % | defocus nm
  (window: +/-10% width; defocus: 10% shrinkage)
  100.00 | 1.236 | 2.688 | 27.00 | 205.25 | 81.1
   83.33 | 1.556 | 2.361 | 23.66 | 142.40 | 61.9
   62.50 | 2.098 | 1.786 | 17.84 | 79.83 | 42.8
   40.00 | 2.846 | 0.986 | 9.83 | 32.55 | 25.8
   20.00 | 3.489 | 0.301 | 3.00 | 8.11 | 12.5
dose-window ratio, 100 nm to 20 nm = 9.0
phase-edge background = 0.02 (clear field 1)
phase edge 20 nm, no background: NILS = 3.972
phase edge 20 nm, with background: NILS = 2.223
phase edge 10 nm, no background: NILS = 3.993
phase edge 10 nm, with background: NILS = 0.967
done: every assertion held
```
